# Critical radius for second-layer nucleation with a strong step-edge barrier: a program that tests the result

```python
"""
Second-layer nucleation on islands with a strong step-edge barrier.
Result under test:
  Rc/L = (7/pi^3)^(1/7) (3 c theta_s)^(5/42) k^(1/7) F^(-1/42) D^(-5/42)
Rc: island radius at which a fraction 1-1/e of islands has a nucleus on top
L : island spacing, (island density)^(-1/2), saturated at coverage theta_s
F : deposition rate per site; D: diffusion coefficient / site area
k : edge-crossing velocity / sqrt(site area); c = sigma_1/sigma_x^2
sigma_1, sigma_x: capture numbers of an adatom and of an island.
Lengths are in sqrt(site area) unless stated; lattice tests use the neighbour
distance as length and the hop rate per direction as rate.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.integrate import solve_ivp
from scipy import constants

pi = np.pi
SITE_AREA = np.sqrt(3) / 2      # triangular lattice, neighbour distance 1


# ---------- lattice random walks on a hexagonal island ----------
def hexagon(m):
    """Adjacency matrix and number of outward bonds of each site."""
    sites = [(q, r) for q in range(-m, m + 1) for r in range(-m, m + 1)
             if abs(q + r) <= m]
    index = {s: i for i, s in enumerate(sites)}
    rows, cols = [], []
    for (q, r), i in index.items():
        for dq, dr in ((1, 0), (-1, 0), (0, 1), (0, -1), (1, -1), (-1, 1)):
            j = index.get((q + dq, r + dr))
            if j is not None:
                rows.append(i)
                cols.append(j)
    n = len(sites)
    adj = sp.csr_matrix((np.ones(len(rows)), (rows, cols)), shape=(n, n))
    return adj, 6 - np.asarray(adj.sum(axis=1)).ravel()


def loss_matrix(adj, outward, k_bond):
    degree = np.asarray(adj.sum(axis=1)).ravel()
    return (sp.diags(degree + k_bond * outward) - adj).tocsr()


def conjugate_gradient(A, b):
    x = np.zeros_like(b)
    r = b.copy()
    p = r.copy()
    rr = r @ r
    goal = 1e-20 * rr
    for _ in range(5000):
        Ap = A @ p
        step = rr / (p @ Ap)
        x += step * p
        r -= step * Ap
        new = r @ r
        if new < goal:
            return x
        p = r + (new / rr) * p
        rr = new
    raise RuntimeError("conjugate gradient did not converge")


def pair_system(adj, outward, k_bond):
    """Two walkers; the walk ends when they are neighbours or one leaves."""
    n = adj.shape[0]
    W = loss_matrix(adj, outward, k_bond)
    eye = sp.identity(n, format="csr")
    full = (sp.kron(W, eye) + sp.kron(eye, W)).tocsr()
    contact = (adj + eye).toarray().ravel() > 0
    free = np.flatnonzero(~contact)
    part = full[free]
    A = part[:, free].tocsr()
    to_contact = -np.asarray(
        part[:, np.flatnonzero(contact)].sum(axis=1)).ravel()
    return A, to_contact, free


def meeting_time(m):
    """Mean meeting time of two uniformly placed walkers, no escape."""
    adj, outward = hexagon(m)
    A, _, free = pair_system(adj, outward, 0.0)
    n = adj.shape[0]
    return n, conjugate_gradient(A, np.ones(len(free))).sum() / n**2


def lattice_nucleation(m, k_bond):
    """Nucleation rate / F^2 to leading order in F, and mean residence."""
    adj, outward = hexagon(m)
    n = adj.shape[0]
    tau = spsolve(loss_matrix(adj, outward, k_bond).tocsc(), np.ones(n))
    A, to_contact, free = pair_system(adj, outward, k_bond)
    meet = np.ones(n * n)
    meet[free] = conjugate_gradient(A, to_contact)
    rate = tau @ meet.reshape(n, n).sum(axis=1)
    return n, outward.sum(), rate, tau.mean()


# Residence time: the diffusive part must tend to R^2/(8D)
quotient = []
for m in (10, 20):
    adj, outward = hexagon(m)
    n = adj.shape[0]
    k_bond = 1e-3
    tau = spsolve(loss_matrix(adj, outward, k_bond).tocsc(), np.ones(n)).mean()
    diffusive = tau - n / (k_bond * outward.sum())
    quotient.append(diffusive / (n * SITE_AREA / pi / (8 * 1.5)))
residence_check = 2 * quotient[1] - quotient[0]   # removes the 1/m lattice error
assert abs(residence_check - 1) < 0.05, quotient

# Strong barrier: nucleation rate against pi^2 F^2 R^5/(2k)
k_strong = 1e-5
radii, rates, agreement = [], [], []
hexagon_edge = np.sqrt(2 * np.sqrt(3) / pi)  # hexagon/disc perimeter, same area
for m in (4, 6, 8, 10):
    n, bonds, rate, _ = lattice_nucleation(m, k_strong)
    R = np.sqrt(n * SITE_AREA / pi)
    kappa = np.sqrt(3) * k_strong
    disc = pi**2 * R**5 / (2 * kappa) / SITE_AREA**2
    radii.append(R)
    rates.append(rate)
    agreement.append(rate * hexagon_edge / disc)
slope_R = np.polyfit(np.log(radii), np.log(rates), 1)[0]
assert abs(slope_R - 5) < 0.02, slope_R
assert max(abs(np.array(agreement) - 1)) < 0.01, agreement

# No barrier: the same walk, for comparison
open_rates = [lattice_nucleation(m, 1.0)[2] for m in (4, 6, 8, 10)]
slope_open = np.polyfit(np.log(radii), np.log(open_rates), 1)[0]

# Meeting time grows as n (A ln n + B); predict a larger island
meet_data = [meeting_time(m) for m in (4, 6, 8, 11)]
log_n = np.array([np.log(d[0]) for d in meet_data])
t_over_n = np.array([d[1] / d[0] for d in meet_data])
predicted = np.polyval(np.polyfit(log_n[:3], t_over_n[:3], 1), log_n[3])
assert abs(predicted / t_over_n[3] - 1) < 0.05, (predicted, t_over_n)
meet_fit = np.polyfit(log_n[1:], t_over_n[1:], 1)

# Imperfect meeting lowers the rate by 1/(1 + 2 gamma t_meet)
n, bonds, rate, tau_mean = lattice_nucleation(8, 3e-3)
gamma_lat = 3e-3 * bonds / n
meet_probability = rate / (n**2 * tau_mean)
meet_estimate = 1 / (1 + 2 * gamma_lat * meet_data[2][1])
assert abs(meet_probability / meet_estimate - 1) < 0.02


# ---------- first layer and growing island ----------
sigma_1, sigma_x, theta_s = 3.0, 7.0, 0.1
c = sigma_1 / sigma_x**2


def first_layer(D, F, theta_end, dense=False):
    """Rate equations for adatom density n and island density N."""
    g = D / F

    def rhs(theta, y):
        n, N = y
        return [1 - 2 * sigma_1 * g * n * n - sigma_x * g * n * N,
                sigma_1 * g * n * n]

    def jac(theta, y):
        n, N = y
        return np.array([[-4 * sigma_1 * g * n - sigma_x * g * N,
                          -sigma_x * g * n], [2 * sigma_1 * g * n, 0.0]])
    return solve_ivp(rhs, (0, theta_end), [0.0, 0.0], method="Radau", jac=jac,
                     rtol=1e-7, atol=1e-13, dense_output=dense)


def critical_radius_master(k, F, L):
    """Radius where the nucleus-free fraction is 1/e; top holds 0 or 1 atom."""
    def matrix(R):
        arrive, leave = F * pi * R**2, 2 * k / R
        dt_dR = 2 * pi * R / (F * L**2)
        return dt_dR * np.array([[-arrive, leave],
                                 [arrive, -arrive - leave]])

    def event(R, y):
        return y[0] + y[1] - np.exp(-1)
    event.terminal = True
    s = solve_ivp(lambda R, y: matrix(R) @ y, (1.0, 3 * L), [1.0, 0.0],
                  method="Radau", jac=lambda R, y: matrix(R),
                  events=event, rtol=1e-7, atol=1e-11)
    assert len(s.t_events[0]) == 1
    return s.t_events[0][0]


def ratio_numeric(k, F, D):
    L = first_layer(D, F, theta_s).y[1, -1] ** -0.5
    return critical_radius_master(k, F, L) / L


def ratio_formula(k, F, D):
    return ((7 / pi**3) ** (1 / 7) * (3 * c * theta_s) ** (5 / 42)
            * k ** (1 / 7) * F ** (-1 / 42) * D ** (-5 / 42))


def ratio_unsaturated(k, F, D):
    """Island density keeps rising while the mean island grows."""
    theta = np.geomspace(1e-3, 1.0, 4000)
    n, N = first_layer(D, F, 1.0, dense=True).sol(theta)
    R = np.sqrt((theta - n) / (pi * N))
    f = pi**2 * F * R**5 / (2 * k)
    M = np.concatenate(([0], np.cumsum(0.5 * (f[1:] + f[:-1])
                                       * np.diff(theta))))
    assert M[-1] > 1
    i = np.searchsorted(M, 1.0)
    w = (1 - M[i - 1]) / (M[i] - M[i - 1])
    return (1 - w) * (R * np.sqrt(N))[i - 1] + w * (R * np.sqrt(N))[i]


def exponents(function, base):
    result = []
    for i in range(3):
        up, down = list(base), list(base)
        up[i] *= np.sqrt(10)
        down[i] /= np.sqrt(10)
        result.append(np.log(function(*up) / function(*down)) / np.log(10))
    return np.array(result)


# ---------- example: rough values for close-packed cobalt ----------
a_nn, E_d, E_s, E_bond = 2.5, 0.25, 0.20, 0.50       # angstrom, eV, eV, eV
attempt, F, T = 1e13, 0.01, 300.0                    # 1/s, ML/s, K
kB = constants.k / constants.e                       # eV/K
unit = a_nn * np.sqrt(SITE_AREA)                     # angstrom


def surface_rates(T):
    hop = attempt * np.exp(-E_d / (kB * T)) / 6      # per direction
    k_bond = hop * np.exp(-E_s / (kB * T))
    return (hop, 1.5 * hop / SITE_AREA,
            np.sqrt(3) * k_bond / np.sqrt(SITE_AREA))


hop, D, k = surface_rates(T)
N_numeric = first_layer(D, F, theta_s).y[1, -1]
N_formula = (3 * c * theta_s * F / D) ** (1 / 3)
assert abs(N_numeric / N_formula - 1) < 0.01
L = N_formula ** -0.5
Rc = (7 * k * L**2 / (pi**3 * F)) ** (1 / 7)
r = ratio_formula(k, F, D)
r_num = ratio_numeric(k, F, D)
assert abs(r_num / r - 1) < 0.005, (r_num, r)
assert abs(Rc / L / r - 1) < 1e-10
coverage_c = pi * r**2
assert theta_s < coverage_c < 1

base = (k, F, D)
exp_sat = exponents(ratio_numeric, base)
assert np.all(abs(exp_sat - np.array([1/7, -1/42, -5/42])) < 0.002), exp_sat
exp_live = exponents(ratio_unsaturated, base)
assert np.all(abs(exp_live - np.array([3/16, -1/32, -5/32])) < 0.002), exp_live
r_live = ratio_unsaturated(*base)

# Temperature law from the numerical ratio
T_lo, T_hi = 290.0, 310.0
r_T = [ratio_numeric(surface_rates(t)[2], F, surface_rates(t)[1])
       for t in (T_lo, T_hi)]
E_eff = np.log(r_T[1] / r_T[0]) * kB / (1 / T_lo - 1 / T_hi)
E_formula = E_s / 7 + E_d / 42
assert abs(E_eff / E_formula - 1) < 0.03, (E_eff, E_formula)

# Neglected effects at the critical radius
arrive, leave = F * pi * Rc**2, 2 * k / Rc
R_num = r_num * N_numeric ** -0.5
occupation = F * pi * R_num**3 / (2 * k)
assert abs(occupation / (7 * L**2 / (2 * pi**2 * R_num**4)) - 1) < 0.03
n_top = pi * Rc**2
t_meet = n_top * np.polyval(meet_fit, np.log(n_top)) / hop
p_meet = 1 / (1 + 2 * leave * t_meet)
break_up = attempt * np.exp(-(E_d + E_bond) / (kB * T))
kink_share, kink_drop = 0.05, 0.10
kink_factor = 1 + kink_share * (np.exp(kink_drop / (kB * T)) - 1)

print("LATTICE AND RATE-EQUATION TESTS")
print(f"diffusive residence / (R^2/8D), extrapolated: {residence_check:.3f}")
print(f"exponent of R in top nucleation, strong barrier: {slope_R:.3f}")
print(f"same exponent without barrier, small islands: {slope_open:.2f}")
print(f"lattice rate / formula (edge length corrected): {agreement[-1]:.4f}")
print(f"meeting probability, lattice: {meet_probability:.4f}")
print(f"meeting probability, estimate: {meet_estimate:.4f}")
print("exponents of k, F, D, saturated: "
      + ", ".join(f"{x:.4f}" for x in exp_sat))
print(f"predicted: {1/7:.4f}, {-1/42:.4f}, {-5/42:.4f}")
print("exponents of k, F, D, unsaturated: "
      + ", ".join(f"{x:.4f}" for x in exp_live))
print(f"predicted: {3/16:.4f}, {-1/32:.4f}, {-5/32:.4f}")
print("EXAMPLE INPUTS (rough values, close-packed cobalt)")
print(f"neighbour distance: {a_nn:.1f} angstrom; temperature: {T:.0f} K")
print(f"terrace barrier: {E_d:.2f} eV; extra edge barrier: {E_s:.2f} eV")
print(f"attempt rate: {attempt:.0e} 1/s; flux: {F:.2f} monolayer/s")
print(f"sigma_1: {sigma_1:.0f}; sigma_x: {sigma_x:.0f}; theta_s: {theta_s:.1f}")
print("EXAMPLE RESULTS")
print(f"length unit sqrt(site area): {unit:.3f} angstrom")
print(f"k_B T: {kB*T:.5f} eV; hop rate per direction: {hop:.3e} 1/s")
print(f"D / site area: {D:.3e} 1/s")
print(f"k / sqrt(site area): {k:.3e} 1/s")
print(f"island density per site: {N_formula:.3e} (integrated {N_numeric:.3e})")
print(f"L: {L:.1f} length units = {L*unit:.1f} angstrom = {L*unit/10:.2f} nm")
print(f"Rc: {Rc:.2f} length units = {Rc*unit:.1f} angstrom"
      f" = {Rc*unit/10:.2f} nm")
print(f"Rc/L, formula: {r:.4f}; master equation: {r_num:.4f}")
print(f"first-layer coverage at Rc: {coverage_c:.3f}")
print(f"prefactor of the scaling law: {ratio_formula(1, 1, 1):.4f}")
print(f"effective energy of Rc/L: {E_eff:.4f} eV (formula {E_formula:.4f} eV)")
for t in (280.0, 320.0):
    _, D_t, k_t = surface_rates(t)
    print(f"Rc/L at {t:.0f} K: {ratio_formula(k_t, F, D_t):.4f}")
print("NEGLECTED EFFECTS AT Rc")
print(f"k R/D: {k*Rc/D:.4f}; diffusive share of residence: {k*Rc/(4*D):.4f}")
print(f"arrival rate on top: {arrive:.2f} 1/s; exit rate: {leave:.3e} 1/s")
print(f"mean top occupation: {occupation:.4f}")
print(f"meeting time, extrapolated from lattice: {t_meet:.2e} s")
print(f"meeting probability: {p_meet:.3f}; Rc factor: {p_meet**(-1/7):.3f}")
print(f"dimer break-up (bond {E_bond:.2f} eV): {break_up:.2f} 1/s")
print(f"atoms reaching one first-layer island: {F*L**2:.1f} 1/s")
print(f"kinks: {100*kink_share:.0f} % of edge, barrier {kink_drop:.2f} eV lower")
print(f"  edge crossing factor: {kink_factor:.2f};"
      f" Rc factor: {kink_factor**(1/7):.3f}")
print(f"Rc factor for cell area x0.5: {0.5**(1/7):.3f}; x1.5: {1.5**(1/7):.3f}")
print(f"Rc/L factor if theta_s is doubled: {2**(5/42):.3f}")
print(f"Rc/L with unsaturated island density: {r_live:.4f}")
print("success")
```

Running it gives:

```
LATTICE AND RATE-EQUATION TESTS
diffusive residence / (R^2/8D), extrapolated: 1.000
exponent of R in top nucleation, strong barrier: 4.998
same exponent without barrier, small islands: 5.09
lattice rate / formula (edge length corrected): 1.0001
meeting probability, lattice: 0.9370
meeting probability, estimate: 0.9390
exponents of k, F, D, saturated: 0.1423, -0.0235, -0.1188
predicted: 0.1429, -0.0238, -0.1190
exponents of k, F, D, unsaturated: 0.1876, -0.0314, -0.1562
predicted: 0.1875, -0.0312, -0.1562
EXAMPLE INPUTS (rough values, close-packed cobalt)
neighbour distance: 2.5 angstrom; temperature: 300 K
terrace barrier: 0.25 eV; extra edge barrier: 0.20 eV
attempt rate: 1e+13 1/s; flux: 0.01 monolayer/s
sigma_1: 3; sigma_x: 7; theta_s: 0.1
EXAMPLE RESULTS
length unit sqrt(site area): 2.327 angstrom
k_B T: 0.02585 eV; hop rate per direction: 1.052e+08 1/s
D / site area: 1.822e+08 1/s
k / sqrt(site area): 8.550e+04 1/s
island density per site: 1.003e-04 (integrated 1.001e-04)
L: 99.9 length units = 232.3 angstrom = 23.23 nm
Rc: 29.46 length units = 68.5 angstrom = 6.85 nm
Rc/L, formula: 0.2950; master equation: 0.2951
first-layer coverage at Rc: 0.273
prefactor of the scaling law: 0.5023
effective energy of Rc/L: 0.0344 eV (formula 0.0345 eV)
Rc/L at 280 K: 0.2681
Rc/L at 320 K: 0.3207
NEGLECTED EFFECTS AT Rc
k R/D: 0.0138; diffusive share of residence: 0.0035
arrival rate on top: 27.26 1/s; exit rate: 5.805e+03 1/s
mean top occupation: 0.0047
meeting time, extrapolated from lattice: 4.48e-06 s
meeting probability: 0.951; Rc factor: 1.007
dimer break-up (bond 0.50 eV): 2.52 1/s
atoms reaching one first-layer island: 99.7 1/s
kinks: 5 % of edge, barrier 0.10 eV lower
  edge crossing factor: 3.34; Rc factor: 1.188
Rc factor for cell area x0.5: 0.906; x1.5: 1.060
Rc/L factor if theta_s is doubled: 1.086
Rc/L with unsaturated island density: 0.3279
success
```
